# Heat Flow Oblique to the Temperature Gradient in an Anisotropic Crystal: a numerical check

```python
# Result under test: in a principal plane with conductivities k1, k2, a
# temperature gradient at 45 degrees to both axes drives a heat flux that
# deviates from the antigradient by delta, tan(delta) = (k2-k1)/(k2+k1).
# k1, k2: principal conductivities, W/(m K); theta: angle of the antigradient
# from axis 1 towards axis 2; delta: flux angle minus antigradient angle.
# The independent check is a resistor network with bonds along the principal
# axes only, cut at 45 degrees. Node labels: s = depth, d = sideways position,
# both in the same length unit; a step on axis 1 is (s+1, d-1), on axis 2
# it is (s+1, d+1).
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

k1, k2 = 10.0, 16.0


def deviation(ka, kb, theta):
    """Derived formula for the signed deviation, in radians."""
    s, c = np.sin(theta), np.cos(theta)
    return np.arctan((kb - ka) * s * c / (ka * c**2 + kb * s**2))


def signed_angle(start, end):
    """Angle from vector start to vector end, in radians."""
    cross = start[0] * end[1] - start[1] * end[0]
    return np.arctan2(cross, np.dot(start, end))


def solve_network(depth, half_width, local_heater):
    """Temperatures of a 45-degree cut network with insulated sides."""
    nodes = [(s, d) for s in range(depth + 1)
             for d in range(-half_width, half_width + 1) if (s + d) % 2 == 0]
    index = {node: i for i, node in enumerate(nodes)}
    rows, cols, values = [], [], []
    for (s, d), i in index.items():
        for conductance, step in ((k1, -1), (k2, 1)):
            j = index.get((s + 1, d + step))
            if j is not None:
                rows += [i, j, i, j]
                cols += [i, j, j, i]
                values += [conductance, conductance,
                           -conductance, -conductance]
    size = len(nodes)
    matrix = coo_matrix((values, (rows, cols)), shape=(size, size)).tocsr()
    depth_of = np.array([node[0] for node in nodes])
    side_of = np.array([node[1] for node in nodes])
    temperature = np.zeros(size)
    source = np.zeros(size)
    fixed = depth_of == depth
    if local_heater:
        source[index[(0, 0)]] = 1.0
    else:
        fixed = fixed | (depth_of == 0)
        temperature[depth_of == 0] = 1.0
    free = ~fixed
    load = (source - matrix @ temperature)[free]
    temperature[free] = spsolve(matrix[free][:, free].tocsc(), load)
    inflow = -(matrix @ temperature)
    cold = depth_of == depth
    return temperature, index, inflow[cold], side_of[cold]


def centre_vectors(depth, half_width):
    """Antigradient and flux at the centre, from single-bond drops."""
    temperature, index, _, _ = solve_network(depth, half_width, False)
    s = depth // 2
    here = temperature[index[(s, 0)]]
    drops = np.array([here - temperature[index[(s + 1, -1)]],
                      here - temperature[index[(s + 1, 1)]]])
    return drops, np.array([k1, k2]) * drops


theta45 = np.pi / 4
delta = deviation(k1, k2, theta45)
tan_delta = (k2 - k1) / (k2 + k1)

# Wide plate with isothermal faces: the antigradient is normal to the faces.
wide_g, wide_q = centre_vectors(20, 120)
wide_angle = signed_angle(wide_g, wide_q)
wide_k = wide_q.sum() / wide_g.sum()
assert abs(signed_angle(np.array([1.0, 1.0]), wide_g)) < 1e-5
assert abs(wide_angle - np.arctan(tan_delta)) < 1e-5
assert abs(wide_k - (k1 + k2) / 2) < 1e-3
assert abs(np.degrees(wide_angle) - 13.0) < 0.05

# Narrow insulated bar: the flux follows the bar and the gradient tilts.
bar_g, bar_q = centre_vectors(120, 10)
bar_angle = signed_angle(bar_g, bar_q)
bar_k = bar_q.sum() / bar_g.sum()
bar_k_formula = 2 * k1 * k2 / (k1 + k2)
assert abs(signed_angle(np.array([1.0, 1.0]), bar_q)) < 1e-3
assert abs(bar_angle - delta) < 1e-3
assert abs(bar_k - bar_k_formula) < 1e-2

# Local heater on a wide plate: centroid of the heat that leaves below.
_, _, outflow, side = solve_network(20, 120, True)
heater_shift = np.dot(outflow, side) / outflow.sum() / 20
assert abs(outflow.sum() - 1) < 1e-8
assert abs(heater_shift - tan_delta) < 3e-3

# General angle and largest deviation, from the flux vector itself.
scan = np.linspace(0, np.pi, 18001)
scan_delta = np.array([signed_angle(
    np.array([np.cos(t), np.sin(t)]),
    np.array([k1 * np.cos(t), k2 * np.sin(t)])) for t in scan])
assert np.max(np.abs(scan_delta - deviation(k1, k2, scan))) < 1e-10
best = np.argmax(scan_delta)
delta_max = np.arcsin((k2 - k1) / (k2 + k1))
theta_max = np.arctan(np.sqrt(k1 / k2))
assert abs(scan_delta[best] - delta_max) < 1e-6
assert abs(scan[best] - theta_max) < 3e-4  # scan step is 1.7e-4 rad

# Worked plate.
thickness = 10e-6
t_hot, t_cold = 310.0, 300.0
gradient = (t_hot - t_cold) / thickness
g_vec = gradient * np.array([np.cos(theta45), np.sin(theta45)])
q_vec = np.array([k1, k2]) * g_vec
normal = np.array([1.0, 1.0]) / np.sqrt(2)
tangent = np.array([-1.0, 1.0]) / np.sqrt(2)
to_cm2 = 1e-4
shift = thickness * tan_delta

# Sizes of neglected effects; inputs are rough or assumed.
low = deviation(1.1 * k1, 0.9 * k2, theta45)
high = deviation(0.9 * k1, 1.1 * k2, theta45)
m1, m2, t_use = 1.0, 1.2, 450.0


def angle_at(temp):
    return deviation(k1 * (t_cold / temp)**m1,
                     k2 * (t_cold / temp)**m2, theta45)


tilt = np.radians(5.0)
in_plane = [deviation(k1, k2, theta45 + x) for x in (-tilt, tilt)]
k3 = 25.0
g3 = np.array([np.cos(tilt) * normal[0], np.cos(tilt) * normal[1],
               np.sin(tilt)])
q3 = np.array([k1, k2, k3]) * g3
angle3 = np.arccos(np.dot(g3, q3) / np.linalg.norm(q3))
out3 = np.arcsin(q3[2] / np.linalg.norm(q3))
heat_capacity, sound_speed = 2.9e6, 4.0e3
path = 3 * (k1 + k2) / 2 / (heat_capacity * sound_speed)
density, mobility = 1e23, 1e-2
sigma = density * constants.e * mobility
k_el = 4 * (constants.k / constants.e)**2 * sigma * t_cold
el_change = deviation(k1 + k_el, k2 + k_el, theta45) - delta

deg = np.degrees
print(f"k1, k2: {k1:.0f}, {k2:.0f} W/(m K)")
print(f"tan(delta) at 45 degrees: {tan_delta:.4f}")
print(f"flux angle from axis 1: {deg(np.arctan2(q_vec[1], q_vec[0])):.2f} deg")
print(f"deviation delta: {deg(delta):.2f} deg = {delta:.4f} rad")
print(f"network, wide plate, deviation: {deg(wide_angle):.2f} deg")
print(f"network, wide plate, normal conductivity: {wide_k:.2f} W/(m K)")
print(f"network, narrow bar, deviation: {deg(bar_angle):.2f} deg")
print(f"network, narrow bar, conductivity: {bar_k:.2f} W/(m K)")
print(f"formula, narrow bar, conductivity: {bar_k_formula:.2f} W/(m K)")
print(f"network, heater shift / thickness: {heater_shift:.4f}")
print(f"largest deviation: {deg(delta_max):.2f} deg")
print(f"antigradient angle at the largest: {deg(theta_max):.2f} deg")
print(f"plate thickness: {thickness*1e6:.0f} um")
print(f"face temperatures: {t_hot:.0f}, {t_cold:.0f} K")
print(f"gradient magnitude: {gradient*1e-6:.2f} K/um")
print(f"antigradient on each axis: {g_vec[0]*1e-6:.4f} K/um")
print(f"flux on axis 1: {q_vec[0]*to_cm2:.0f} W/cm2")
print(f"flux on axis 2: {q_vec[1]*to_cm2:.0f} W/cm2")
print(f"flux magnitude: {np.linalg.norm(q_vec)*to_cm2:.0f} W/cm2")
print(f"flux along antigradient: {q_vec @ normal*to_cm2:.0f} W/cm2")
print(f"flux across antigradient: {q_vec @ tangent*to_cm2:.0f} W/cm2")
print(f"sideways shift through plate: {shift*1e6:.2f} um")
print(f"delta, k1 +10%, k2 -10%: {deg(low):.1f} deg")
print(f"delta, k1 -10%, k2 +10%: {deg(high):.1f} deg")
print(f"assumed exponents m in k ~ T^-m, axes 1, 2: {m1:.1f}, {m2:.1f}")
print(f"delta at {t_hot:.0f} K with these: {deg(angle_at(t_hot)):.2f} deg")
print(f"delta at {t_use:.0f} K with these: {deg(angle_at(t_use)):.2f} deg")
print(f"assumed misalignment: {deg(tilt):.0f} deg")
print(f"delta, antigradient at 40 deg: {deg(in_plane[0]):.2f} deg")
print(f"delta, antigradient at 50 deg: {deg(in_plane[1]):.2f} deg")
print(f"rough conductivity normal to plane: {k3:.0f} W/(m K)")
print(f"antigradient tilted out: total deviation {deg(angle3):.2f} deg")
print(f"antigradient tilted out: flux leaves plane by {deg(out3):.2f} deg")
print(f"rough heat capacity: {heat_capacity*1e-6:.1f} J/(cm3 K)")
print(f"rough phonon speed: {sound_speed*1e-3:.1f} km/s")
print(f"single-value phonon mean free path: {path*1e9:.1f} nm")
print(f"mean free path / thickness: {path/thickness:.1e}")
print(f"same ratio for a path 100 times longer: {100*path/thickness:.1e}")
print(f"assumed electron density: {density*1e-6:.0e} cm^-3")
print(f"assumed electron mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"electron conductivity for heat, upper size: {k_el:.1e} W/(m K)")
print(f"change of delta by electrons: {deg(el_change):.1e} deg")
print("done: every assertion held")
```

It prints:

```
k1, k2: 10, 16 W/(m K)
tan(delta) at 45 degrees: 0.2308
flux angle from axis 1: 57.99 deg
deviation delta: 12.99 deg = 0.2268 rad
network, wide plate, deviation: 12.99 deg
network, wide plate, normal conductivity: 13.00 W/(m K)
network, narrow bar, deviation: 12.99 deg
network, narrow bar, conductivity: 12.31 W/(m K)
formula, narrow bar, conductivity: 12.31 W/(m K)
network, heater shift / thickness: 0.2307
largest deviation: 13.34 deg
antigradient angle at the largest: 38.33 deg
plate thickness: 10 um
face temperatures: 310, 300 K
gradient magnitude: 1.00 K/um
antigradient on each axis: 0.7071 K/um
flux on axis 1: 707 W/cm2
flux on axis 2: 1131 W/cm2
flux magnitude: 1334 W/cm2
flux along antigradient: 1300 W/cm2
flux across antigradient: 300 W/cm2
sideways shift through plate: 2.31 um
delta, k1 +10%, k2 -10%: 7.6 deg
delta, k1 -10%, k2 +10%: 17.9 deg
assumed exponents m in k ~ T^-m, axes 1, 2: 1.0, 1.2
delta at 310 K with these: 12.83 deg
delta at 450 K with these: 10.87 deg
assumed misalignment: 5 deg
delta, antigradient at 40 deg: 13.32 deg
delta, antigradient at 50 deg: 12.33 deg
rough conductivity normal to plane: 25 W/(m K)
antigradient tilted out: total deviation 13.59 deg
antigradient tilted out: flux leaves plane by 9.31 deg
rough heat capacity: 2.9 J/(cm3 K)
rough phonon speed: 4.0 km/s
single-value phonon mean free path: 3.4 nm
mean free path / thickness: 3.4e-04
same ratio for a path 100 times longer: 3.4e-02
assumed electron density: 1e+17 cm^-3
assumed electron mobility: 100 cm2/Vs
electron conductivity for heat, upper size: 1.4e-03 W/(m K)
change of delta by electrons: -1.4e-03 deg
done: every assertion held
```
